# Subthreshold swing of a transistor six natural lengths long

## Problem

A transistor has a thin undoped silicon body between two gates that are tied together. Its source and drain are heavily n-doped. The gate length is $L$, and $x$ runs from the source end ($x=0$) to the drain end ($x=L$). Below threshold, the electrostatic potential $\phi(x)$ along the centre of the body obeys

$$\frac{d^2\phi}{dx^2}=\frac{\phi-v}{\lambda^2},\qquad \phi(0)=\phi(L)=V_{bi}. \tag{1}$$

Here $\lambda$ is the natural length. The zero of $\phi$ is the potential at which the electron density equals the intrinsic density $n_i$. The gate drive is $v=V_G-V_{FB}$, where $V_{FB}$ is the gate voltage that gives $\phi=0$ in a very long body. The source and drain sit at $V_{bi}>v$.

The subthreshold swing is the gate voltage needed to change the current tenfold,

$$S=\left(\frac{d\log_{10}I}{dV_G}\right)^{-1}.$$

Find $S$ at 300 K for $L=6\lambda$, neglecting interface traps.

The boundary values in (1) are those of zero drain bias, at which no current flows. The swing meant here is that of the current at a small drain bias $V_D$. The solution must show that the zero-bias potential is enough to find it.

## First estimate by scaling

Far from both ends, (1) is satisfied by $\phi=v$: the body follows the gate volt for volt. Electrons must climb a barrier whose top is at the lowest value of $\phi$, and their number above the barrier varies as $\exp(q\phi/k_BT)$. A tenfold change of current then needs a gate step of

$$S_\infty=\ln(10)\,\frac{k_BT}{q}=2.30259\times25.852\ \text{mV}=59.53\ \text{mV per decade}.$$

In a short channel the source and drain also hold the potential. By (1), a disturbance imposed at one end dies out as $e^{-x/\lambda}$. The middle of the channel is $3\lambda$ from each end, so each end keeps a share of about $e^{-3}$ of the control there. The two together keep $2e^{-3}=0.0996$, and the gate is left with about $0.900$. The estimate is

$$S\approx\frac{59.53}{1-0.09957}\ \text{mV}=66.11\ \text{mV per decade}.$$

This treats the two ends as if neither knew of the other. The exact solution shows what that costs.

## Exact solution

### Where the equation and the natural length come from

Let $y$ be the distance from the centre plane of a body of thickness $t$, with an oxide of thickness $t_{ox}$ on each side. Approximate the potential across the body by a parabola, symmetric because the gates are tied:

$$\phi(x,y)=\phi_c(x)-b(x)\,y^2 .$$

At the surface $y=t/2$ the slope is $\partial\phi/\partial y=-bt$, and the potential is $\phi_c-bt^2/4$. With no interface charge, the normal displacement is continuous. Taking the field in the oxide as uniform,

$$-\varepsilon_s b t=\frac{\varepsilon_{ox}}{t_{ox}}\left[v-\left(\phi_c-\frac{bt^2}{4}\right)\right].$$

Multiply by $-t_{ox}/\varepsilon_{ox}$ and collect the terms in $b$:

$$\phi_c-v=b\left(\frac{t^2}{4}+\frac{\varepsilon_s}{\varepsilon_{ox}}\,t\,t_{ox}\right).$$

The body is undoped and its mobile charge is neglected, so Laplace's equation holds. On the centre plane it reads $\phi_c''-2b=0$. Inserting $b$ gives (1) for $\phi=\phi_c$, with

$$\lambda^2=\frac{t^2}{8}+\frac{\varepsilon_s}{2\varepsilon_{ox}}\,t\,t_{ox}. \tag{2}$$

The question fixes the ratio $L/\lambda$, so its answer does not depend on (2). The formula is needed to turn the ratio into nanometres.

### The potential at mid-channel

Set $\psi=\phi-v$. Since $v$ does not depend on $x$, (1) becomes $\psi''=\psi/\lambda^2$, with the general solution

$$\psi=A\cosh\frac{x-L/2}{\lambda}+B\sinh\frac{x-L/2}{\lambda}.$$

The two end values are equal. Subtracting them leaves $2B\sinh(L/2\lambda)=0$, so $B=0$. Either end then gives $A=(V_{bi}-v)/\cosh(L/2\lambda)$, and

$$\phi(x)=v+(V_{bi}-v)\,\frac{\cosh[(x-L/2)/\lambda]}{\cosh(L/2\lambda)}. \tag{3}$$

Because $V_{bi}>v$ and the hyperbolic cosine is least at zero argument, the minimum lies at $x=L/2$:

$$\phi_{min}=v+\frac{V_{bi}-v}{\cosh(L/2\lambda)}.$$

An electron has potential energy $-q\phi$, so this minimum is the top of the barrier. Its response to the gate, at fixed $V_{bi}$, is

$$\frac{d\phi_{min}}{dv}=1-\frac{1}{\cosh(L/2\lambda)}. \tag{4}$$

The right side contains neither $v$ nor $V_{bi}$. Within this model, and at small drain bias, the swing is therefore the same throughout the subthreshold range.

### From the barrier to the current

Suppose that every electron reaching the barrier top with enough energy crosses it, and that none tunnels. One transverse mode then carries

$$I=\frac{2q}{h}\int_{E_b}^{\infty}(f_S-f_D)\,dE,\qquad E_b=E_0-q\phi_{min},$$

where $h$ is Planck's constant, $f_S$ and $f_D$ are the source and drain occupations, and $E_0$ does not depend on the gate. When $E_b$ lies many $k_BT$ above the source Fermi level $\mu$, $f_S=e^{-(E-\mu)/k_BT}$. The drain Fermi level is lower by $qV_D$, so $f_D=f_S\,e^{-qV_D/k_BT}$. The integral gives

$$I=\frac{2q}{h}\,k_BT\,e^{-(E_0-\mu)/k_BT}\,e^{q\phi_{min}/k_BT}\left(1-e^{-qV_D/k_BT}\right).$$

The last factor vanishes at $V_D=0$, as it must, but it does not depend on the gate. As long as every mode is taken to feel the centre-line potential, other transverse modes change $E_0$ and leave the gate-dependent factor as it is.

The drain bias also alters the barrier. Raising the drain end by $V_D$ adds $V_D\sinh(x/\lambda)/\sinh(L/\lambda)$ to (3), since this term satisfies $\psi''=\psi/\lambda^2$, vanishes at the source and equals $V_D$ at the drain. At mid-channel, $\sinh(L/\lambda)=2\sinh(L/2\lambda)\cosh(L/2\lambda)$ turns it into $V_D/[2\cosh(L/2\lambda)]$, which is independent of $v$. The minimum also moves sideways, but the slope is zero there, so this changes its value at second order in $V_D$. To first order in $V_D$, the response (4) stands. At an operating bias it does not: for the device described below, $V_D=0.7$ V gives 66.8 mV per decade at $v=0.10$ V and 67.3 at $v=0.25$ V in the same model. In the first case the drop from the barrier top to the drain is about 1.12 V, as large as the band gap of silicon, so band-to-band tunnelling, which the model omits, begins to be possible.

### The swing

Taking the logarithm of the current,

$$\log_{10}I=\frac{q\,\phi_{min}}{k_BT\ln 10}+\text{terms independent of }v .$$

Since $V_{FB}$ is fixed, $dV_G=dv$. Differentiating with (4) and inverting,

$$S=\frac{\ln(10)\,k_BT/q}{1-1/\cosh(L/2\lambda)}. \tag{5}$$

For $L=6\lambda$ the argument is 3, $\cosh3=10.0677$ and $1/\cosh3=0.09933$. Hence

$$S=\frac{59.53\ \text{mV}}{0.90067}=66.1\ \text{mV per decade}=0.0661\ \text{V per decade}.$$

A test that does not use (3) gives the same value. Equation (1) was solved by finite differences and the current was integrated with full Fermi functions, for the device described below. At 1 mV drain bias the swing is 66.09 mV per decade at both $v=0.10$ V and $v=0.25$ V. At 50 mV drain bias and $v=0.10$ V it is 66.10 mV per decade.

## Comparison of the two

The estimate, 66.11, and the exact result, 66.09 mV per decade, differ by far less than any real device would reveal. The reason follows from writing $z=L/2\lambda$ and

$$\frac{1}{\cosh z}=\frac{2}{e^{z}+e^{-z}}=\frac{2e^{-z}}{1+e^{-2z}} .$$

The numerator is the estimate. The denominator corrects for the ends knowing of each other. The source end is held at $V_{bi}$, but the tail from the drain already supplies part of that value, a fraction $e^{-L/\lambda}$ of the drain's own amplitude. Each amplitude must therefore be smaller by the factor $1/(1+e^{-L/\lambda})$. At $L=6\lambda$ this lowers the ends' share by $e^{-6}$, or 0.25 percent of itself.

The estimate fails in short channels. It predicts that the gate loses all control when $2e^{-z}=1$, that is at $L=2\lambda\ln2\approx1.4\lambda$, and it gives a negative swing below that. The exact control stays positive. For $L\ll\lambda$, $\cosh z\approx1+z^2/2$ gives

$$1-\frac1{\cosh z}\approx\frac{z^2}{2}=\frac{L^2}{8\lambda^2}.$$

Well before that limit, (5) loses its physical basis. The barrier seen from the source is $(V_{bi}-v)(1-1/\cosh z)$, which shrinks in the same proportion. Once it is no longer many times $k_BT/q$, the barrier top is not far above the Fermi level of the heavily doped source, and the current no longer varies as $e^{q\phi_{min}/k_BT}$. For the device described below, at $v=0.10$ V, Fermi statistics raise the swing above (5) by about 8 percent at $L=1.4\lambda$ and 45 percent at $L=\lambda$ for one mode at the bulk band edge with $V_{bi}=0.595$ V. These figures only indicate the trend. A continuum of modes along the fin height gives 6 and 29 percent, a confinement energy of 33 meV gives 2 and 12, and $V_{bi}\approx0.63$ V gives about 20 and more than 100. Equation (1) also fails at such lengths, because the parabolic profile no longer holds: a two-dimensional Laplace solution gives a centre-line control of about 0.30 instead of 0.35 at $L=2\lambda$ and about 0.05 instead of 0.11 at $L=\lambda$ (each shifts by about 0.01 with the potential assumed on the oxide end faces).

In the other direction, (5) gives the fractional excess over the long-channel swing:

$$\frac{S}{S_\infty}-1=\frac{1}{\cosh z-1}.$$

At $z=3$ this is $1/9.0677$, or 11.0 percent. For large $z$ it tends to $2e^{-z}$, so each further $2\lambda$ of gate length divides the excess by a factor close to $e$. At 300 K:

| $L/\lambda$ | $S$ (mV per decade) |
|---|---|
| 4 | 81.1 |
| 6 | 66.1 |
| 8 | 61.8 |
| 10 | 60.3 |

Going from six to four natural lengths costs 15 mV per decade, while going from six to eight gains about 4. These are values of model (1), and the corrections discussed below grow as the gate shortens. At $L=4\lambda$ the same device gives about 82 mV per decade in two dimensions (81.4 to 82.5, depending on the potential assumed on the oxide end faces) and 83.9 with diffusive transport, and tunnelling with mass 0.19 raises the current by about 27 percent.

## A silicon device of this length

Take $t=6$ nm, $t_{ox}=1$ nm of silicon dioxide, and relative permittivities 11.7 and 3.9, whose ratio is 3. Equation (2) gives

$$\lambda^2=\frac{36}{8}+\frac{3\times6\times1}{2}=13.5\ \text{nm}^2,\qquad \lambda=3.674\ \text{nm},\qquad L=6\lambda=22.05\ \text{nm}.$$

With source and drain doping $N_D=10^{20}\ \text{cm}^{-3}$ and $n_i$ roughly $10^{10}\ \text{cm}^{-3}$, Boltzmann statistics give $V_{bi}=(k_BT/q)\ln(N_D/n_i)=0.5953$ V. At $v=0.10$ V,

$$\phi_{min}=0.10+0.4953\times0.09933=0.149\ \text{V}.$$

The barrier seen from the source is 0.446 V, about 17 times $k_BT/q$, measured from the source band edge. The barrier top lies about $16\,k_BT$ above the source Fermi level, so the assumption of a high barrier holds. At such doping the source is degenerate and Boltzmann statistics are crude there, but $V_{bi}$ drops out of (5). It does enter the corrections below: Fermi–Dirac statistics give $V_{bi}\approx0.63$ V, which moves the diffusive swing from 67.9 to 67.8 mV per decade.

These dimensions are roughly those of a modern fin transistor. A real fin also has a gate over its top, and its insulator is a stack containing a material of high permittivity; both are left out. Equation (2) sees only the equivalent oxide thickness, while the true potential also depends on the physical thickness. At the same equivalent thickness of 1 nm and the same $L$, the two-dimensional centre-line swing of 66.0 mV per decade found below becomes about 67 for 0.5 nm of silicon dioxide under 2.5 nm of permittivity 19.5, and about 71 to 73 for a single 5 nm layer of that permittivity. For such thick insulators the result depends strongly on what lies beyond the gate ends. With a 6 nm spacer of permittivity 3.9 over the source and drain the two values are 66.8 and 71.5. Holding the end faces of the insulator at the gate or at the source potential gives 66.0 or 68.4 for the stack and 66.5 or 77.3 for the single layer. Other assumptions can be relaxed one at a time for the same device, at $v=0.10$ V unless stated. The resulting shifts are not always additive. Thickness averaging and diffusion together give 67.1 mV per decade, as their sum suggests, but diffusion at 358 K gives 81.4 where the sum gives 80.7.

**Potential across the body.** A two-dimensional solution of Laplace's equation gives 66.0 mV per decade for the centre line, with the potential taken to vary linearly across the oxide at the two channel ends. Holding those oxide faces at the gate or at the source potential instead gives 65.8 or 66.1. This closeness is partly a cancellation. The true decay length is 3.52 nm, 4 percent below $\lambda$, which alone would reduce the ends' share at mid-channel to $1/\cosh(11.02/3.522)=0.087$. The computed share is $1-0.9017=0.098$, so the slowest-decaying part of the potential must start with an amplitude about 1.13 times that assumed in (3). Averaging the electron density over the body thickness lowers the swing to 65.3 mV per decade, because the gate holds the surface more firmly than the centre. This average is classical; in a 6 nm body quantum confinement pushes the electrons towards the centre, and the swing is then about 65.7. In the parabolic model, $\phi-v$ at the surface is $1-t^2/8\lambda^2=2/3$ of its central value.

**Scattering.** If electrons diffuse over the barrier, their flux is proportional to $-e^{q\phi/k_BT}\,d(n\,e^{-q\phi/k_BT})/dx$, where $n$ is the electron density. The flux is the same at every $x$, so dividing by the exponential and integrating from source to drain gives $I\propto1/\int_0^L e^{-q\phi/k_BT}dx$ at small drain bias. The gate control is now an average of $d\phi/dv$ over the barrier region. By (3), $d\phi/dv$ is largest at mid-channel, so the average is smaller and the swing larger: 67.9 mV per decade.

**Tunnelling.** With a transport mass of 0.19 electron masses, a semiclassical calculation raises the current by about 10 percent and the swing to 66.5 mV per decade. The curvature of the potential at the barrier top, $(V_{bi}-v)/(\lambda^2\cosh3)$, falls as $v$ rises. The barrier becomes broader, the tunnelling contribution shrinks, and the current grows a little more slowly with gate voltage. The size of this shift is not firm: solving the Schrödinger equation for the same barrier, which includes reflection at its abrupt ends, gives a 9 percent rise in current and 66.2 mV per decade. The mass 0.19 is also the light case; in a common fin with (110) sidewalls the lowest valleys have a transport mass near 0.55, and their current rises by only about 3 percent. In a 6 nm fin the two valleys with transport mass 0.19 lie only about 22 meV higher in a hard-wall estimate and carry about a third of the current, so the total rises by about 5 percent.

**Charge in the source, drain and channel.** Equation (1) holds the channel ends at $V_{bi}$. A nonlinear Poisson calculation that includes the doped regions and mobile electrons gives 64.9 mV per decade. It also lowers the mid-channel potential from 0.149 to 0.142 V. Both changes are in the direction of a slightly longer effective channel; the calculation does not separate the depletion of the doped ends from the electrons that spill into the channel.

At $v=0.40$ V the same calculation gives 71.8 mV per decade, so the swing is no longer constant. The size of this rise can be estimated roughly from (3), which puts $\phi_{min}$ near 0.42 V and the density there near $1.1\times10^{17}\ \text{cm}^{-3}$. Electrons of density $n$ add $qn/\varepsilon_s$ to the right side of (1). If $n$ were uniform along the channel, this would lower the potential by $\delta=qn\lambda^2/\varepsilon_s\approx2.3$ mV. Since $n$ grows exponentially with $\phi$, $d\delta/d\phi=\delta/(k_BT/q)\approx0.09$, which weakens the gate control by about 9 percent. The computed swing rises by 11 percent between the two gate voltages; the closeness of the two figures is partly accidental. The self-consistent mid-channel density is lower, about $8.5\times10^{16}\ \text{cm}^{-3}$, which gives only 7 percent, while the density rises towards the channel ends, and electrons more than $\lambda$ from the centre supply about half of the rise. With Fermi–Dirac instead of Boltzmann statistics the swing at this voltage is 72.2 mV per decade. These figures use the bulk density of states. Confinement in a 6 nm body lowers the channel density at a given potential to roughly a third in a hard-wall estimate, and scaling the density accordingly gives about 68 mV per decade at $v=0.40$ V, a rise of about 5 percent. Result (5) thus belongs to gate voltages well below this.

**Length, temperature and traps.** With $\lambda$ fixed, a gate 2 nm shorter gives 68.4 mV per decade and one 2 nm longer gives 64.4. Among the shifts listed here, the largest at low gate voltage comes from the temperature of use: (5) is proportional to $T$, and at 358 K it gives 78.9 mV per decade. The proportionality fails on strong cooling, where tunnelling takes over: with mass 0.19, $v=0.10$ V and $V_{bi}$ held at its 300 K value, the swing of this barrier is about 24 instead of 22 mV per decade at 100 K and about twice the value from (5) at 77 K. The onset depends strongly on gate voltage and mass: at 77 K the factor is about 1.4 at $v=0.25$ V, and only about 1.01 for a mass of 0.55. For the neglected traps, a rough density of $10^{11}\ \text{cm}^{-2}\,\text{eV}^{-1}$ has a capacitance 0.0046 times that of the oxide. In a long channel the trap and oxide capacitances divide the gate voltage, so the swing would rise by about half a percent. A trap density ten times higher would add about 5 percent in a long channel and about 4 percent at this gate length, comparable with the other corrections.

The numerical output below lists the main values used here.

## Calculated quantities

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
ln(10): 2.30259
long-channel swing ln(10) kT/q: 59.53 mV/decade
cosh(3): 10.0677
1/cosh(3): 0.09933
gate control 1 - 1/cosh(3): 0.90067
RESULT swing at L = 6 lam: 66.09 mV/decade
RESULT same in SI: 0.06609 V/decade
excess over long channel: 11.0 percent
2 exp(-3): 0.09957
swing with 2 exp(-3): 66.11 mV/decade
swing at L = 4 lam: 81.08 mV/decade
swing at L = 8 lam: 61.79 mV/decade
swing at L = 10 lam: 60.34 mV/decade
body thickness: 6.0 nm; oxide thickness: 1.0 nm
relative permittivities: 11.7 and 3.9
natural length lam: 3.674 nm
gate length 6 lam: 22.05 nm
source doping: 1.0e+20 cm^-3; n_i: 1.0e+10 cm^-3
V_bi: 0.5953 V
operating point v: 0.10 V
mid-channel potential, formula: 0.14919 V
mid-channel potential, finite differences: 0.14919 V
barrier seen from source: 0.4461 V
swing from integrated current, 1 mV drain: 66.09 mV/decade
same at v = 0.25 V: 66.09 mV/decade
same at v = 0.10 V, 50 mV drain: 66.10 mV/decade
decay length of 2D mode: 3.522 nm
decay length from 2D grid: 3.523 nm
gate control at centre, 2D: 0.9017
swing, 2D potential at centre: 66.01 mV/decade
swing, 2D averaged over section: 65.31 mV/decade
swing, diffusive transport: 67.88 mV/decade
transport mass: 0.19 electron masses
current ratio with/without tunnelling: 1.104
swing with tunnelling: 66.47 mV/decade
mid potential with doped ends, mobile charge: 0.1422 V
swing with doped ends, v = 0.10 V: 64.93 mV/decade
swing with doped ends, v = 0.40 V: 71.77 mV/decade
swing, gate 2 nm shorter: 68.43 mV/decade
swing, gate 2 nm longer: 64.40 mV/decade
swing at 358 K: 78.87 mV/decade
trap/oxide capacitance at 1e11 /(cm2 eV): 0.0046
```
